# Why H3+ Dominates Moderate-Pressure Hydrogen Plasmas: Conversion Against Wall Loss

Q: Electron impact on H$_2$ makes mostly H$_2^+$. Why, then, is H$_3^+$ the main ion in my hydrogen discharge?

A: Because an H$_2^+$ ion can react with the gas,

$$\mathrm{H_2^+ + H_2 \to H_3^+ + H},$$

and at moderate pressure it usually does so before reaching a wall. Two times must be compared: the time to conversion and the time to the wall. The reaction must also be fast, and its reverse slow. These are separate requirements.

Q: Isn't it fast simply because it is exothermic?

A: No. An exothermic reaction can still be blocked by a barrier, so the energy balance and the approach path need separate examination.

For the balance I use full configuration interaction in the cc-pVTZ basis, which treats electron correlation completely within that basis. The electronic energy changes by $-1.817$ eV. A larger radial basis gives $-1.814$ eV. Harmonic zero-point motion costs 0.137 eV, because H$_3^+$ has more vibrational energy than the two reactants together. The heat released from ground-state reactants is therefore about 1.68 eV. Anharmonicity is left out.

For the path, let H$_2^+$ approach the midpoint of H$_2$ end-on, at right angles to the H$_2$ bond. The nearer proton joins the molecule and the farther atom leaves. Ten points along this path, calculated in the smaller cc-pVDZ basis, all lie below the separated reactants; the highest, at $-0.015$ eV, is simply the most distant point. That value is not converged with basis: adding diffuse functions lowers it to about $-0.025$ eV. No barrier appears at the sampled points. This shows an open route, but not that every encounter reacts. I shall assume one reaction per close capture.

Q: How do you get a rate from that?

A: From the long-range attraction. I use atomic units in the algebra, and temperatures stand for energies. At distance $R$ the ion's field is $1/R^2$. A molecule of polarizability $\alpha$ then has energy

$$V(R)=-\frac{\alpha}{2}\left(\frac1{R^2}\right)^2=-\frac{\alpha}{2R^4}.$$

Here $\alpha$ is averaged over molecular orientation, which also cancels the charge-quadrupole energy to first order. This is an approximation: near 3.4 Å that term is as large as the polarization energy, and a point charge there is bound by 0.012 eV on the molecular axis but by 0.061 eV at right angles to it. The calculated value is 0.773 Å$^3$ at the equilibrium bond length. Zero-point vibration raises it to about 0.80 Å$^3$, which would raise the rate below by about 2%.

Let the collision energy be $E$, the impact parameter $b$ and the reduced mass $\mu_2$. The angular momentum is $\mu_2vb$ with $E=\mu_2v^2/2$, so the centrifugal energy is $(\mu_2vb)^2/(2\mu_2R^2)=Eb^2/R^2$. The effective potential is

$$U(R)=\frac{Eb^2}{R^2}-\frac{\alpha}{2R^4}.$$

At its maximum,

$$-\frac{2Eb^2}{R^3}+\frac{2\alpha}{R^5}=0
\quad\Rightarrow\quad R^2=\frac{\alpha}{Eb^2}.$$

Substitution gives the height

$$U_{\max}=\frac{E^2b^4}{\alpha}-\frac{E^2b^4}{2\alpha}=\frac{E^2b^4}{2\alpha}.$$

The pair passes inward if $U_{\max}<E$, or $b^4<b_c^4=2\alpha/E$. The capture cross-section is $\pi b_c^2$, so

$$k=v\,\pi b_c^2=\sqrt{\frac{2E}{\mu_2}}\;\pi\sqrt{\frac{2\alpha}{E}}
=2\pi\sqrt{\frac{\alpha}{\mu_2}}.$$

The energy cancels: a faster ion meets more molecules per second but captures each from a smaller area. The result is $k=2.05\times10^{-9}$ cm$^3$/s. At 0.04 eV the critical impact parameter $b_c$ is 4.86 Å, and the barrier top, where the long-range law has to hold, lies at $b_c/\sqrt2=3.4$ Å, outside the 0.74 Å bond of H$_2$. Both shrink as $E^{-1/4}$, the barrier distance to about 1.5 Å at 1 eV, so at collision energies of an electronvolt or more the pure long-range law becomes rough.

Q: My reactor runs at 0.3 Torr with a 3 cm gap. How long does an H$_2^+$ ion survive?

A: Take a gas temperature of 400 K. The density is then $n=7.24\times10^{15}$ cm$^{-3}$, and with $\nu_c=nk$ the mean conversion time is

$$\frac1{\nu_c}=\frac{1}{(7.24\times10^{15})(2.05\times10^{-9})}\ \mathrm{s}
=0.067\ \mu\mathrm{s}.$$

Q: And I compare that with the time H$_2^+$ needs to reach the wall?

A: That comparison gives the chance that H$_2^+$ escapes unconverted. The density ratio needs another time, the residence time of H$_3^+$: conversion supplies H$_3^+$, and the wall removes it.

Start with the drag on H$_3^+$. After a capture I assume that the ion leaves in a random direction in the centre-of-mass frame. Its mean velocity is then that of the centre of mass. If $\mathbf g$ is the ion velocity relative to the molecule, the ion loses on average the momentum $\mu_3\mathbf g$, where $\mu_3$ is the reduced mass of H$_3^+$ with H$_2$. Glancing collisions add the fraction $1-\cos\chi$ of this loss, where $\chi$ is the deflection angle. With $\beta=b/b_c$, the total is

$$k_m=\kappa\,2\pi\sqrt{\frac{\alpha}{\mu_3}},\qquad
\kappa=1+2\int_1^\infty(1-\cos\chi)\,\beta\,d\beta=1.21.$$

In this potential $\chi$ depends on $\beta$ alone, so $k_m$ is also independent of energy. Its value is $2.26\times10^{-9}$ cm$^3$/s. The factor $\kappa$ depends on what is assumed after capture: reflection from a small hard core gives 1.105 instead of 1.21, which would lower the first density ratio found below from 92 to 84.

The collision rate does not depend on speed, so the mean of $\mathbf g$ is the drift velocity $\mathbf v$. The drag on one ion is $\mu_3nk_m\mathbf v$. Two forces balance it. Hot electrons in equilibrium with the potential produce the force $-T_e\nabla\ln n_e$ on a positive ion, and ion pressure adds $-T_g\nabla\ln n_3$, with the ions taken at the gas temperature. If the ion composition is uniform, $\nabla\ln n_3=\nabla\ln n_e$, and

$$n_3\mathbf v=-D_3\frac{n_3}{n_e}\nabla n_e,\qquad
D_3=\frac{T_e+T_g}{\mu_3nk_m}.$$

Q: You have assumed a uniform composition. Is that allowed?

A: It has to solve both ion balances. Write $n_2=f_2n_e$ and $n_3=f_3n_e$, with constant $f_2+f_3=1$. Ionization at frequency $\nu_i$ makes H$_2^+$, so in a steady slab

$$-D_2f_2n_e''=\nu_i n_e-\nu_cf_2n_e,\qquad
-D_3f_3n_e''=\nu_cf_2n_e.$$

Both hold if $n_e''=-n_e/\Lambda^2$, which gives $n_e\propto\cos(x/\Lambda)$. Setting the density to zero at $x=\pm L/2$ gives $\Lambda=L/\pi$. The first balance fixes the required ionization, $\nu_i=f_2(\nu_c+D_2/\Lambda^2)$. The second becomes $D_3f_3/\Lambda^2=\nu_cf_2$, or

$$\frac{n_3}{n_2}=\frac{\nu_c\Lambda^2}{D_3}=\nu_c\tau_3,\qquad
\tau_3=\frac{\Lambda^2}{D_3}.$$

The coefficient $D_2$ has dropped out. That matters, because an H$_2^+$ ion hardly lives long enough to reach a steady drift. When conversion is fast its transport can be neglected altogether: then $\nu_in_e=\nu_cn_2$, so $n_2$ is again proportional to $n_e$ and the same ratio follows.

I also tested whether the mixture reaches this state. For this test I left out the ion pressure, which is small because $T_g\ll T_e$; the flux law then holds for any composition. In scaled units with $\Lambda=1$, $D_2=1.7$, $D_3=1$ and $\nu_c=2$, the initial H$_2^+$ share rose from about 0.2 at the centre to 0.8 at the edge. The time evolution ended with a ratio of 2 at both places, as the formula requires.

Q: What does it give for my reactor?

A: With 3 eV electrons, $D_3=1.48\times10^5$ cm$^2$/s. The diffusion length is $\Lambda=3/\pi=0.955$ cm. Hence

$$\tau_3=\frac{(0.955)^2}{1.48\times10^5}\ \mathrm{s}=6.2\ \mu\mathrm{s},
\qquad \frac{n_3}{n_2}=\frac{6.17}{0.0673}\approx92.$$

The zero-density wall is an idealization. The drift speed $(D_3/\Lambda)\tan(x/\Lambda)$ would diverge there. If instead the ions enter the sheath at the speed $\sqrt{T_e/m_3}$, where $m_3$ is the H$_3^+$ mass, then $\Lambda$ must satisfy

$$\frac{D_3}{\Lambda}\tan\frac{L}{2\Lambda}=\sqrt{\frac{T_e}{m_3}}.$$

The density stays finite at the edge, $\Lambda$ is longer, and the ratio rises to about 111, which is 21% above the first value. Ion inertia, neglected here, would raise it further by a similar amount. "About a hundred" is as precise as this model deserves.

Q: Why does pressure matter so strongly?

A: It acts twice. Insert both rate coefficients in the first formula:

$$\frac{n_3}{n_2}
=\frac{n\,2\pi\sqrt{\alpha/\mu_2}\;\Lambda^2\,\mu_3n\kappa\,2\pi\sqrt{\alpha/\mu_3}}{T_e+T_g}
=\frac{4\pi^2\kappa\alpha(n\Lambda)^2}{T_e+T_g}\sqrt{\frac{\mu_3}{\mu_2}}.$$

One power of $n$ comes from faster conversion of H$_2^+$, the other from slower escape of H$_3^+$. At fixed temperatures, doubling either the pressure or the gap multiplies this first ratio by four; with a finite edge density the increase is smaller, a little over three and a half times at 0.3 Torr but only slightly more than twice at 0.01 Torr. In a real discharge $T_e$ also falls as the pressure rises, so the temperatures do not stay fixed.

There is a simpler reading. Conversion of H$_2^+$ and drag on H$_3^+$ both come mainly from capture by the same long-range attraction; $k_m$ is only about 10% larger than $k$. An H$_3^+$ ion that must diffuse through many collisions to reach the wall therefore stays for many conversion times. In this model, collisional ion transport and H$_3^+$ dominance set in together.

Q: Now the other race. How many H$_2^+$ ions reach the wall unconverted?

A: Let an ion be born at rest at $x_0$ and fall freely, with every capture ending its life as H$_2^+$. The plasma potential is $T_e\ln\cos(x/\Lambda)$, so energy conservation gives

$$\frac{m_2v^2}{2}=T_e\ln\frac{\cos(x_0/\Lambda)}{\cos(x/\Lambda)}.$$

With $c_2=\sqrt{T_e/m_2}$, the fall time is

$$t_w(x_0)=\int_{x_0}^{L/2}\frac{dx}{c_2\sqrt{2\ln[\cos(x_0/\Lambda)/\cos(x/\Lambda)]}}.$$

The chance of surviving this time is $e^{-\nu_ct_w}$. Ionization is proportional to $n_e$, so the mean escape probability is

$$P=\frac1\Lambda\int_0^{L/2}\cos\frac{x_0}{\Lambda}\,e^{-\nu_ct_w(x_0)}\,dx_0.$$

The prefactor normalizes the source, since the integral of the cosine alone is $\Lambda$. In scaled lengths, $P$ depends only on $G=\nu_c\Lambda/c_2$.

For $G\gg1$, the survivors are born close to the wall. Let $y$ be the distance from it and $y_0$ its initial value. Then $\cos(x/\Lambda)\approx y/\Lambda$, and the substitution $y=y_0e^{-s}$ gives

$$t_w=\frac{y_0}{c_2\sqrt2}\int_0^\infty\frac{e^{-s}}{\sqrt s}\,ds
=\frac{y_0}{c_2}\sqrt{\frac\pi2},$$

because the integral is $\sqrt\pi$. The source weight is $y_0\,dy_0/\Lambda^2$, and $\int_0^\infty y_0e^{-ay_0}dy_0=1/a^2$ with $a=(\nu_c/c_2)\sqrt{\pi/2}$. Therefore

$$P\approx\frac{1}{\Lambda^2a^2}=\frac{2}{\pi G^2}.$$

In the opposite limit, $G\to0$, the exponential tends to one and nearly every H$_2^+$ ion escapes.

For your reactor $c_2=1.20\times10^6$ cm/s and $G=11.8$. The full integral gives $P=0.45\%$; the limiting formula is about 2% higher, relative to that value. If all the other ions leave as H$_3^+$, the flux ratio for this zero-density profile is $(1-P)/P\approx220$. A finite edge density and ion inertia both raise $P$, so 150 to 200 is a better reading of the flux ratio entering the sheath. The escaping ions reach collision energies of about 0.5 to 0.8 eV, close to where the capture law becomes rough, and charge transfer between H$_2^+$ and H$_2$ is not included. This differs from the density ratio because a flux counts ions leaving, while a density counts ions present.

Q: At what pressure would H$_2^+$ take over?

A: Half the ions escape at $G=0.445$. With the gap and both temperatures fixed, $G$ is proportional to pressure, so

$$p_{1/2}=300\times\frac{0.445}{11.84}\ \mathrm{mTorr}\approx11\ \mathrm{mTorr}.$$

The edge-corrected density ratio tells a similar story: 0.85 at 0.01 Torr, 3.1 at 0.03 Torr and 17 at 0.1 Torr. Treat the low-pressure end as an estimate. Ions there make few collisions, so neither the diffusion law nor the cosine profile is reliable. A real discharge at such pressures also needs electrons hotter than the 3 eV used here, which makes the escape of H$_2^+$ easier. "Of the order of ten millitorr for a gap of a few centimetres" is a fair reading.

Q: Where does the released energy matter, if the open path makes the reaction fast?

A: It protects the product. Atomic hydrogen could reverse the reaction, H$_3^+$ + H $\to$ H$_2^+$ + H$_2$, but from ground-state H$_3^+$ this costs 1.68 eV. A newly formed ion may still hold part of the released energy as vibration, and it pays less until collisions cool it. I assume that it has cooled. Take one H atom per twenty H$_2$ molecules. The drift is fastest at the sheath edge, where I take its speed as $u=\sqrt{T_e/m_3}$.

To estimate the ion energy there, treat the drift as steady. The force does work at the rate $\mu_3nk_mu^2$. With $M$ the H$_2$ mass, collisions remove energy at the rate $\mu_3nk_m(m_3\langle v^2\rangle-3T_g)/(m_3+M)$. Equating the two gives

$$m_3\langle v^2\rangle=3T_g+(m_3+M)u^2.$$

For a collision with an H atom of mass $m_H$, the reduced mass is $3m_H/4$, so the mean collision energy is $\tfrac12\cdot\tfrac34m_H(\langle v^2\rangle+3T_g/m_H)$, about 0.68 eV. Setting this equal to $3T/2$ gives an effective temperature $T$ of 0.45 eV and a thermal factor $e^{-1.68/0.45}\approx0.024$. The capture coefficient of H$_3^+$ with H is about $1.07k$, so the return would sustain an H$_2^+$/H$_3^+$ ratio of about $0.05\times1.07\times0.024\approx0.0013$. Ionization and transport already give $1/111\approx0.009$. This estimate errs on the high side, because the field cannot supply the fast tail of a thermal distribution. Even an ion that falls from the centre to the edge without a collision gains only $T_e$ times the logarithm of the centre-to-edge density ratio, about 5.8 eV for the finite-edge profile and 6.2 eV with ion inertia. Against a slow H atom only the fraction $m_H/(m_3+m_H)=1/4$ of this, 1.5 to 1.6 eV, is available as collision energy. That is less than the 1.68 eV required, and at 0.3 Torr hardly any ion falls so far freely. For H atoms at the gas temperature, the return from cooled H$_3^+$ is therefore negligible throughout the plasma. Fast atoms fresh from dissociation, which could bring the missing energy themselves, are not included.

Without the energy cost, the same capture estimate would give about 0.05. Reversal would then supply more H$_2^+$ than ionization does, and H$_3^+$ would dominate much less strongly.

Q: How close is this to a real reactor?

A: The inputs are rough, illustrative values for a capacitive hydrogen reactor. The electron temperature is chosen, not derived from the balance between ionization and wall loss; a lower value would raise the H$_3^+$/H$_2^+$ ratio. One assumption that may fail is the small number of H atoms. Atoms can turn H$_2^+$ into H$^+$. Suppose each H$_2^+$–H capture does so. With 0.05 H atoms per H$_2$ molecule, the capture rates then make H$^+$ at 0.057 times the rate of H$_3^+$. The diffusion time varies as the square root of the ion's reduced mass with H$_2$, so H$^+$ stays only $\sqrt{(2/3)/(6/5)}\approx0.75$ times as long. This gives H$^+$/H$_3^+$ of about 0.04; with 0.10 atoms per molecule it is about 0.08. Extended in proportion, the estimate would make the two ions equal at about 1.2 H atoms per molecule. That is far outside the range treated here, so it only suggests that strong dissociation could change the main ion. H$^+$ made directly by electron impact is not included. Gas heating matters too: at fixed pressure $n\propto1/T_g$, so going from 400 to 600 K with $T_e$ fixed divides the first ratio by about $1.5^2$, from 92 to roughly 41. Electron recombination is minor here. With an electron density of $10^{10}$ cm$^{-3}$ and a rough upper coefficient of $10^{-7}$ cm$^3$/s, it is 0.6% of the wall loss.

Q: If I put a mass spectrometer behind the electrode, should I see these ratios?

A: Not necessarily. They describe the plasma outside the sheath, and the density ratio is a bulk value: with ion inertia the H$_2^+$ share right at the edge is about a quarter lower. Ions gain energy in the sheath, and collisions there can break H$_3^+$ or make other ions. A spectrometer behind the electrode samples the flux after those collisions. To compare it with this model, you need a sheath thin enough for most ions to cross without colliding, or a separate calculation of the sheath chemistry. The remaining values for the example are in the numerical output.

## Values computed for the example and the checks

```
H2 bond length: 0.7426 angstrom
H2+ bond length: 1.057 angstrom
H3+ side length: 0.8746 angstrom
Electronic reaction energy: -1.817 eV
Same, larger radial basis: -1.814 eV
Harmonic zero-point change: 0.137 eV
Energy released at 0 K: 1.679 eV
Highest sampled path energy: -0.015 eV
Lowest sampled path energy: -1.935 eV
Mean H2 polarizability: 0.7731 angstrom^3
Point-charge test ratio: 1.011
Capture radius at 0.04 eV: 4.857 angstrom
Conversion coefficient: 2.051e-09 cm3/s
Momentum factor kappa: 1.207
H3+ momentum coefficient: 2.261e-09 cm3/s
Transport test ratio at centre: 2
Transport test ratio at edge: 2
Gas pressure: 0.3 Torr
Gas temperature: 400 K
Plate gap: 3 cm
Electron temperature: 3 eV
Electron density: 1e+10 cm^-3
Atomic hydrogen / H2: 0.05
Gas density: 7.242e+15 cm^-3
Diffusion length: 0.9549 cm
Conversion time: 0.06731 us
H3+ ambipolar coefficient: 1.479e+05 cm2/s
H3+ wall time: 6.167 us
H3+/H2+ density ratio: 91.62
Ratio with finite edge speed: 110.9
H2+ characteristic speed: 1.198e+06 cm/s
Race parameter G: 11.84
H2+ escape probability: 0.004464
Large-G escape estimate: 0.004542
G for half conversion: 0.4451
Half-conversion pressure estimate: 11.28 mTorr
Scan 0.01 Torr: escape 0.536, edge-corrected ratio 0.845
Scan 0.03 Torr: escape 0.215, edge-corrected ratio 3.07
Scan 0.1 Torr: escape 0.0358, edge-corrected ratio 16.9
Scan 0.3 Torr: escape 0.00446, edge-corrected ratio 111
Scan 1 Torr: escape 0.000408, edge-corrected ratio 1.08e+03
Assumed recombination ceiling: 1e-07 cm3/s
Recombination / wall loss: 0.006167
H+ / H3+ from atomic H, estimate: 0.04239
H3+ + H mean edge collision energy: 0.6767 eV
Edge H2+/H3+ from return, estimate: 0.001296
```
